\section*{Low-Energy Mass of Bernal Bilayer Graphene by Eliminating the Dimer Orbitals}

\section{Problem}

Bernal bilayer graphene has four $p_z$ orbitals per unit cell: A1 and B1 in the lower layer, A2 and B2 in the upper one. B1 and A2 lie on top of each other and form a dimer with coupling $\gamma_1=0.39$ eV. A1 and B2 have no such partner. Within each layer, electrons near a corner of the Brillouin zone move with the Dirac velocity $v=1{,}000{,}000$ m/s.

Let $\mathbf p=\hbar\mathbf k$ be the momentum measured from one zone corner (one valley), and define
\begin{equation}
\pi=p_x+ip_y=p\,e^{i\phi},\qquad \pi^\dagger=p_x-ip_y=p\,e^{-i\phi}.
\end{equation}
There is no magnetic field, so $\pi$ and $\pi^\dagger$ are commuting numbers with $\pi\pi^\dagger=p^2$. In the orthonormal basis (A1, B1, A2, B2) the minimal model is
\begin{equation}
H=\begin{pmatrix}
0&v\pi^\dagger&0&0\\
v\pi&0&\gamma_1&0\\
0&\gamma_1&0&v\pi^\dagger\\
0&0&v\pi&0
\end{pmatrix}.
\label{H}
\end{equation}
It leaves out skew hoppings between the layers, any difference between site energies, and electron interactions beyond what the parameters absorb.

(a) Estimate by scaling the mass of the carriers near $E=0$. (b) Eliminate B1 and A2 and find the effective Hamiltonian and the mass. (c) For $10^{12}$ electrons per cm$^2$, find the Fermi energy from the effective model and from all four bands, and explain the difference. (d) Judge how far the terms left out of (\ref{H}) change the answer.

\section{First estimate by scaling}

At $p=0$ the orbitals A1 and B2 have zero energy, while the dimer levels lie at $\pm\gamma_1$. A low-energy electron can pass from A1 to B2 only through the dimer. It enters with amplitude of size $vp$, meets an energy cost of size $\gamma_1$, and leaves with amplitude $vp$. Second-order perturbation theory then suggests
\begin{equation}
E\sim c\,\frac{(vp)^2}{\gamma_1},
\label{scale}
\end{equation}
with $c$ a number of order one. Comparison with $E=p^2/2m$ gives $m\sim\gamma_1/(2cv^2)$. For $c=1$ this is about $0.034\,m_e$, where $m_e$ is the free-electron mass.

Scaling cannot supply $c$, and there is a reason for caution. The dimer has one level above zero and one below. Their second-order shifts have opposite signs, so they could cancel. The elimination must show which matrix elements cancel and which add.

The estimate also sets its own limit. It needs $vp\ll\gamma_1$, or $k\ll\gamma_1/(\hbar v)=0.390/0.6582=0.59$ nm$^{-1}$. The natural small parameter is
\begin{equation}
x=\left(\frac{vp}{\gamma_1}\right)^2,
\end{equation}
and relative corrections to (\ref{scale}) should be of order $x$.

\section{Exact solution of the minimal model}

\subsection{Elimination}

Collect the low-energy amplitudes in $\psi_l=(\psi_{A1},\psi_{B2})^T$ and the dimer amplitudes in $\psi_d=(\psi_{B1},\psi_{A2})^T$. Reading the blocks from (\ref{H}),
\begin{equation}
H_{ll}=0,\quad H_{dd}=\gamma_1\sigma_x,\quad
H_{dl}=\begin{pmatrix}v\pi&0\\0&v\pi^\dagger\end{pmatrix},\quad
H_{ld}=H_{dl}^\dagger .
\end{equation}
The eigenvalue equation splits into
\begin{align}
E\psi_l&=H_{ld}\psi_d,\\
E\psi_d&=H_{dl}\psi_l+H_{dd}\psi_d .
\end{align}
The second line gives $\psi_d=(E-H_{dd})^{-1}H_{dl}\psi_l$ when the inverse exists. Inserting this in the first line gives
\begin{equation}
E\psi_l=H_{\rm eff}(E)\psi_l,\qquad
H_{\rm eff}(E)=H_{ld}(E-H_{dd})^{-1}H_{dl}.
\label{schur}
\end{equation}
Since $\sigma_x^2=1$, we have $(E-\gamma_1\sigma_x)(E+\gamma_1\sigma_x)=E^2-\gamma_1^2$, and therefore
\begin{equation}
(E-\gamma_1\sigma_x)^{-1}=\frac{E+\gamma_1\sigma_x}{E^2-\gamma_1^2}.
\end{equation}
Multiplying by $H_{ld}$ on the left and $H_{dl}$ on the right,
\begin{equation}
H_{\rm eff}(E)=\frac{v^2}{E^2-\gamma_1^2}
\begin{pmatrix}Ep^2&\gamma_1(\pi^\dagger)^2\\ \gamma_1\pi^2&Ep^2\end{pmatrix}.
\label{heffE}
\end{equation}
No approximation has been made so far. For $|E|\ll\gamma_1$, set $E=0$ on the right:
\begin{equation}
H_{\rm eff}(0)=-\frac{v^2}{\gamma_1}
\begin{pmatrix}0&(\pi^\dagger)^2\\ \pi^2&0\end{pmatrix}.
\label{heff}
\end{equation}
The minus sign comes from $1/(0-\gamma_1^2)$. The diagonal elements vanish: this is the cancellation between the two dimer levels. The off-diagonal elements survive because the two levels contribute to them with the same sign.

The square of the matrix in (\ref{heff}) is $p^4$ times the unit matrix, and its trace is zero, so its eigenvalues are $\pm p^2$. Hence $E=\pm v^2p^2/\gamma_1$. Equating the positive branch to $p^2/2m$,
\begin{equation}
\boxed{m=\frac{\gamma_1}{2v^2}}
\label{mass}
\end{equation}
With 1 eV $=1.602\times10^{-19}$ J,
\begin{equation}
m=\frac{0.39\times1.602\times10^{-19}}{2\times(10^6)^2}\ {\rm kg}
=3.12\times10^{-32}\ {\rm kg}=0.0343\,m_e .
\end{equation}
The mass grows with $\gamma_1$ because a stiffer dimer is harder to pass through. It falls as $v^{-2}$ because two in-plane hops are needed; a 5\% error in $v$ therefore makes an error of about 10\% in $m$.

\subsection{All four bands}

The energy-dependent matrix (\ref{heffE}) can be solved without setting $E=0$. For $p>0$, take the vectors
\begin{equation}
\psi_l^{(s)}=\frac1{\sqrt2}\begin{pmatrix}1\\ s\,e^{2i\phi}\end{pmatrix},\qquad s=\pm1 .
\label{vec}
\end{equation}
The off-diagonal matrix with elements $(\pi^\dagger)^2$ and $\pi^2$ multiplies $\psi_l^{(s)}$ by $sp^2$. Equation (\ref{schur}) becomes
\begin{equation}
E=v^2p^2\,\frac{E+s\gamma_1}{(E-s\gamma_1)(E+s\gamma_1)}
=\frac{v^2p^2}{E-s\gamma_1},
\end{equation}
or $E^2-s\gamma_1E-v^2p^2=0$. At an isolated momentum where $|E|=\gamma_1$ the inverse used above does not exist, but the eigenvalues of (\ref{H}) are continuous in $p$, so the result holds there too. The roots are
\begin{equation}
E=\frac{s\gamma_1}{2}\pm\sqrt{\frac{\gamma_1^2}{4}+v^2p^2}.
\end{equation}
The low-energy electron band is the positive root with $s=-1$:
\begin{equation}
E(p)=\frac{\gamma_1}{2}\left(\sqrt{1+4x}-1\right),\qquad
E(E+\gamma_1)=v^2p^2 .
\label{band}
\end{equation}
In terms of this $E(p)$ the four bands are $\pm E(p)$ and $\pm[E(p)+\gamma_1]$.

There are two simple limits. For $x\ll1$,
\begin{equation}
E=\gamma_1\left(x-x^2+2x^3-5x^4+\dots\right),
\label{series}
\end{equation}
whose first term is the parabola. For $x\gg1$, $\sqrt{1+4x}\simeq2\sqrt x$, and $E\simeq vp-\gamma_1/2$: the band regains the Dirac slope, and a constant mass no longer describes it.

\subsection{What remains on the dimer}

Eliminating an orbital from the equations does not empty it. For the electron band, $s=-1$ and
\begin{equation}
H_{dl}\psi_l=\frac{vp}{\sqrt2}
\begin{pmatrix}e^{i\phi}\\-e^{-i\phi}e^{2i\phi}\end{pmatrix}
=\frac{vp\,e^{i\phi}}{\sqrt2}\begin{pmatrix}1\\-1\end{pmatrix}.
\end{equation}
This is the eigenvector of $H_{dd}$ with energy $-\gamma_1$. The electron band thus mixes with the lower dimer level, which pushes it up. Applying $(E-H_{dd})^{-1}=1/(E+\gamma_1)$,
\begin{equation}
\frac{|\psi_d|^2}{|\psi_l|^2}=\frac{v^2p^2}{(E+\gamma_1)^2}=\frac{E}{E+\gamma_1},
\end{equation}
where (\ref{band}) was used. Dividing by the total norm, the fraction of the state on the dimer is
\begin{equation}
w=\frac{E/(E+\gamma_1)}{1+E/(E+\gamma_1)}=\frac{E}{2E+\gamma_1}.
\label{weight}
\end{equation}

This weight explains the first correction to the parabola. Expand the inverse to first order in $E$:
\begin{equation}
(E-H_{dd})^{-1}=-H_{dd}^{-1}-E\,H_{dd}^{-2}+O(E^2).
\end{equation}
Because $H_{dd}^2=\gamma_1^2$, the second term contributes $-E\,v^2p^2/\gamma_1^2=-Ex$ to $H_{\rm eff}(E)$. Moving it to the left side gives
\begin{equation}
(1+x)E\,\psi_l=H_{\rm eff}(0)\psi_l,\qquad E_1=\frac{\gamma_1x}{1+x}
\label{norm}
\end{equation}
for electrons. With $|\psi_l|^2=1$, the factor $1+x$ is the squared norm of the state, including its dimer part to leading order. Since $x/(1+x)=x-x^2+x^3-x^4+\dots$, comparison with (\ref{series}) shows that
\begin{equation}
E-E_1=\gamma_1(x^3-4x^4+\dots).
\label{rest}
\end{equation}

\subsection{Mass at a finite energy}

The cyclotron mass is defined by the area $A$ enclosed in $k$ space by the contour of energy $E$: $m_c=(\hbar^2/2\pi)\,dA/dE$. For a circle, $A=\pi k^2$ and $m_c=p/(dE/dp)$. Differentiating (\ref{band}) gives $(2E+\gamma_1)\,dE=2v^2p\,dp$, so
\begin{equation}
m_c=\frac{2E+\gamma_1}{2v^2}=m\left(1+\frac{2E}{\gamma_1}\right).
\label{mc}
\end{equation}
It tends to $m$ at the band edge and increases linearly with energy in this model.

\section{Comparison at a working density}

A density of $10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$ is typical of a gated device. With two spins and two valleys,
\begin{equation}
n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad
k_F=\sqrt{0.01\,\pi}=0.177\ {\rm nm}^{-1}.
\end{equation}
Then $\hbar vk_F=116.7$ meV and $x=(116.7/390)^2=0.0895$. The scaling law with $c=1$, which (\ref{heff}) confirms, gives the parabolic Fermi energy
\begin{equation}
E_{\rm par}=\gamma_1x=390\times0.0895=34.9\ {\rm meV}.
\end{equation}
The four-band result is
\begin{equation}
E_F=195\left(\sqrt{1+4\times0.0895}-1\right)=32.2\ {\rm meV}.
\end{equation}

The scaling argument predicted a relative correction of order $x$, here 9\%. The algebra gives it in closed form. From $E_{\rm par}=v^2p^2/\gamma_1=E(E+\gamma_1)/\gamma_1$,
\begin{equation}
\frac{E_{\rm par}-E}{E}=\frac{E}{\gamma_1},
\label{error}
\end{equation}
which is $32.2/390=8.3\%$ of the four-band energy. An error of 10\% is reached at $E=\gamma_1/10=39$ meV. There $v^2p^2=0.11\,\gamma_1^2$, so $k=0.197$ nm$^{-1}$ and $n=1.23\times10^{12}$ cm$^{-2}$. The parabola therefore reaches this error at an ordinary device density.

The norm-corrected energy (\ref{norm}) is 32.0 meV, which is 0.20 meV below the four-band value. The first term of (\ref{rest}) alone would give 0.28 meV; the next reduces this to 0.18 meV. Including the dimer part of the norm thus removes the parabola's error and slightly overcorrects it. By (\ref{weight}), that part holds $32.2/(64.5+390)=7.1\%$ of the state.

The cyclotron mass departs further from its band-edge value than the energy does:
\begin{equation}
m_c=0.0343\left(1+\frac{64.5}{390}\right)m_e=0.0400\,m_e,
\end{equation}
an increase of 17\%. Its relative change is $2E/\gamma_1$, twice that in (\ref{error}). A cyclotron mass taken at this density and inserted in (\ref{mass}) would give a value of $\gamma_1$ that is 17\% too large, if the minimal model held and $v$ were known.

\section{What a real bilayer adds}

The chosen $v$ and $\gamma_1$ are close to values commonly used for graphene. The further terms below have rough typical sizes: skew hoppings $\gamma_3=0.38$ eV (A1 to B2) and $\gamma_4=0.14$ eV (A1 to A2 and B1 to B2), and a dimer site energy $\Delta=0.02$ eV. They were added to a lattice model with lattice constant 0.246 nm and in-plane hopping $\gamma_0=3.09$ eV, which reproduces $v$. Density is held at $10^{12}$ cm$^{-2}$ throughout. With $\gamma_0$ and $\gamma_1$ alone, the area of the lattice Fermi contour gives $E_F=32.2$ meV and $m_c=0.0400\,m_e$, in agreement with the results above.

\subsection{Direct hopping between A1 and B2}

The hopping $\gamma_3$ adds $v_3\pi$ to the A1--B2 element of (\ref{heff}), with $v_3/v=\gamma_3/\gamma_0=0.123$, since both hoppings carry the same lattice sum. To leading order,
\begin{equation}
E^2=(v_3p)^2+\left(\frac{p^2}{2m}\right)^2-\frac{v_3p^3}{m}\cos3\phi .
\label{warp}
\end{equation}
The linear term wins as $p\to0$, so the parabola fails close to the touching point. Along $\phi=0$, $E=|v_3p-p^2/2m|$ has a local maximum at $p=mv_3$. In angle, the same point is a minimum, because $\cos3\phi$ is largest there. It is a saddle, at energy
\begin{equation}
E_s=\frac{mv_3^2}{2}=\frac{\gamma_1}{4}\left(\frac{v_3}{v}\right)^2=1.5\ {\rm meV}.
\end{equation}
A scan of the lattice bands gives the same value to this accuracy. The effective mass (\ref{mass}) is thus useful in a window, $E_s\ll E\ll\gamma_1$, and there mainly as an average over direction.

At $k_F$ the direct term is still $0.123\times116.7=14$ meV, against 35 meV for the parabola. The Fermi contour is strongly warped: its radius runs from 0.141 to 0.223 nm$^{-1}$. Yet $m_c$ changes by only 0.4\%, to $0.0402\,m_e$. To first order in $v_3$ the radius changes in proportion to $\cos3\phi$, which averages to zero in the area, so $m_c$ has no first-order change. This argument does not by itself explain why the remaining change is so small. Quantities that depend on direction have no such protection.

\subsection{Electrons and holes}

The hopping $\gamma_4$ adds elements $-v_4\pi$ and $-v_4\pi^\dagger$ to $H_{dl}$, with $v_4/v=\gamma_4/\gamma_0$. An electron can then leave A1 by one kind of hop and return by the other. The resulting diagonal element of $-H_{ld}H_{dd}^{-1}H_{dl}$ is
\begin{equation}
-\frac1{\gamma_1}\left[v\pi^\dagger(-v_4\pi)+(-v_4\pi^\dagger)v\pi\right]
=\frac{2vv_4p^2}{\gamma_1}.
\end{equation}
The site energy changes $H_{dd}$ to $\Delta+\gamma_1\sigma_x$. The diagonal part of its inverse is $\Delta/(\Delta^2-\gamma_1^2)\simeq-\Delta/\gamma_1^2$, which adds $+\Delta v^2p^2/\gamma_1^2$. Together, to first order in each,
\begin{equation}
\delta E=\frac{p^2}{2m}\left(\frac{2\gamma_4}{\gamma_0}+\frac{\Delta}{\gamma_1}\right)
=\frac{p^2}{2m}\,(0.091+0.051).
\end{equation}
Both bands shift upward. This steepens the electron band and flattens the hole band, so electrons become lighter than holes. With $\gamma_3$, $\gamma_4$ and $\Delta$ all present, the lattice model gives $m_c=0.036\,m_e$ for electrons and $0.045\,m_e$ for holes, 10\% below and 13\% above the symmetric value. That the electron value lies near the band-edge mass of the minimal model is a partial cancellation at this density: the nonparabolic increase is offset by the asymmetry.

\subsection{Gates, temperature and interactions}

A gate can break the assumption of equal layer energies. Suppose one gate induces all the charge, the layers share it equally, and the space between them, $d=0.335$ nm, acts as vacuum. The layer farther from the gate carries $en/2$, so the field between the layers is $en/(2\epsilon_0)$ and the energy difference is
\begin{equation}
U=\frac{e^2nd}{2\epsilon_0}=30\ {\rm meV}.
\end{equation}
This is comparable with $E_F$. Added to the lattice model without the skew terms, it opens a gap of 30 meV and raises $m_c$ to $0.044\,m_e$, by 11\%. The equal sharing is an assumption, not a self-consistent result, and it overestimates the effect. The added conduction electrons by themselves lean toward the farther layer, where the energy is higher. But the bias also shifts the filled valence states toward the layer nearer the gate, and this shift is the larger one. In total, less charge is left on the farther layer, and the field between the layers is weaker. The values above are therefore upper estimates within this model, and by a wide margin: solving for the layer charges and $U$ self-consistently, with the same vacuum gap, gives $U\approx14$ meV and raises $m_c$ by only about 2\%. Two gates can supply the same density while holding the layer energies equal; the assumption of equal layer energies then holds, while the skew terms and the dimer site energy still act as described above.

At 300 K, $k_BT=25.9$ meV is not small beside $E_F=32.2$ meV. Even undoped, the minimal model then contains $5.9\times10^{11}$ thermal electrons per cm$^2$ and as many holes. The band mass is still defined, but transport no longer samples a sharp Fermi contour.

Finally, compare the carrier spacing $1/\sqrt{\pi n}$ with the effective Bohr radius $\epsilon_ra_0m_e/m$, where $a_0$ is the Bohr radius. For a rough dielectric constant $\epsilon_r=4$ their ratio is $r_s=0.91$. Interactions are therefore not a small perturbation by this measure. Their effect on the mass is not calculated here. Since the skew terms and the dimer site energy together change the cyclotron mass by about 10\% already, even the second digit of $0.0343\,m_e$ belongs to the minimal model and not to a prediction for a device. The numerical output lists the separate lattice cases.

\section*{Calculated quantities}
\begin{verbatim}
Dimer coupling gamma1: 0.39 eV
Dirac velocity: 1000000 m/s
hbar*v: 0.6582 eV nm
Band-edge mass, formula: 0.03430 m_e
Band-edge mass, formula: 3.124e-32 kg
Band-edge mass, four-band curvature: 0.03430 m_e
Electron density: 1.0e+12 cm^-2
Fermi wave number: 0.1772 nm^-1
hbar*v*k_F: 116.7 meV
x at k_F: 0.0895 (no unit)
Fermi energy, parabola: 34.90 meV
Fermi energy, norm-corrected: 32.03 meV
Fermi energy, four bands: 32.23 meV
Parabola too high by: 8.27 %
Dimer weight at k_F: 7.09 %
Cyclotron mass at k_F, four bands: 0.03997 m_e
Cyclotron over band-edge mass: 1.1653 (no unit)
Density where parabola is 10% high: 1.229e+12 cm^-2
Lattice constant, rough: 0.246 nm
Layer spacing, rough: 0.335 nm
gamma0 implied by v: 3.090 eV
gamma3, gamma4, shift, rough: 0.38, 0.14, 0.02 eV
Single-gate bias estimate: 30.3 meV
Gap from that bias: 30.2 meV
Lattice gamma0, gamma1 only: E_F electron 32.23 meV, hole 32.23 meV
  cyclotron mass: electron 0.03998 m_e, hole 0.03998 m_e
Lattice with gamma3: E_F electron 32.12 meV, hole 32.12 meV
  cyclotron mass: electron 0.04016 m_e, hole 0.04016 m_e
Lattice with gamma4: E_F electron 34.99 meV, hole 29.56 meV
  cyclotron mass: electron 0.03704 m_e, hole 0.04335 m_e
Lattice with dimer shift: E_F electron 33.71 meV, hole 30.87 meV
  cyclotron mass: electron 0.03848 m_e, hole 0.04150 m_e
Lattice with single-gate bias: E_F electron 34.61 meV, hole 34.61 meV
  cyclotron mass: electron 0.04434 m_e, hole 0.04434 m_e
Lattice with gamma3, gamma4, shift: E_F electron 36.65 meV, hole 27.95 meV
  cyclotron mass: electron 0.03582 m_e, hole 0.04526 m_e
v3/v: 0.1230 (no unit)
Saddle energy, formula: 1.475 meV
Saddle energy, lattice scan: 1.469 meV
Warped k_F, smallest: 0.1411 nm^-1
Warped k_F, largest: 0.2225 nm^-1
Temperature of use: 300 K
Thermal energy: 25.85 meV
Thermal electrons, undoped: 5.94e+11 cm^-2
Dielectric constant, rough: 4.0 (no unit)
Interaction parameter r_s: 0.91 (no unit)
\end{verbatim}
